# Redox Free Energy and Reorganization Energy from Vertical Energy Gaps, part 2

The problem is to obtain the free energy of the oxidation \(R\to O+e^-\) from vertical energy gaps sampled in molecular dynamics. The ground-state energies at fixed nuclei are \(E_R\) and \(E_O\), with a fixed reference energy for the released electron included in \(E_O\). The gap is \(\Delta=E_O-E_R\), and \(\Delta A=A_O-A_R\). The nuclei are classical, volume and temperature \(T\) are fixed, and \(\beta=1/kT\). Energies are in hartree (Ha) and lengths in bohr unless stated otherwise.

On the mixed surface \(E_R+\eta\Delta\), with configurational integral \(Z(\eta)\), the gap has average \(\langle\Delta\rangle_\eta\) and variance \(\sigma_\eta^2\); \(\eta=0\) is state \(R\) and \(\eta=1\) is state \(O\). Exactly,

\[
\Delta A=\int_0^1\langle\Delta\rangle_\eta d\eta,\qquad
\frac{d\langle\Delta\rangle_\eta}{d\eta}=-\beta\sigma_\eta^2,\qquad
e^{-\beta\Delta A}=\left\langle e^{-\beta\Delta}\right\rangle_R .
\]

The relaxation free energies are \(\lambda_R=\langle\Delta\rangle_R-\Delta A\) and \(\lambda_O=\Delta A-\langle\Delta\rangle_O\). Their mean is the reorganization energy \(\lambda=(\langle\Delta\rangle_R-\langle\Delta\rangle_O)/2\), and exactly

\[
\lambda=\frac{\beta}{2}\int_0^1\sigma_\eta^2\,d\eta .
\tag{4}
\]

Linear response means that \(\langle\Delta\rangle_\eta\) is linear in \(\eta\), which is equivalent to a Gaussian gap. Then \(\Delta A\) is the mean of the two end averages, and

\[
\boxed{\sigma_R^2=\sigma_O^2=2\lambda kT}
\tag{6}
\]

Harmonic modes \(q_i\) with unchanged force constants \(k_i\), minima shifted by \(d_i\) on oxidation and minimum energies differing by \(\varepsilon\) satisfy this condition, with \(\Delta A=\varepsilon\) and

\[
\lambda=\frac12\sum_i k_id_i^2 ,
\tag{7}
\]

The probability densities \(p_R(x)\) and \(p_O(x)\) of the gap value \(x\) obey the exact relation

\[
\frac{p_O(x)}{p_R(x)}=e^{-\beta(x-\Delta A)} .
\tag{8}
\]

The free-energy curve of \(R\), measured from its value at the average gap, is \(-kT\ln[p_R(x)/p_R(\langle\Delta\rangle_R)]\).

### Exact corrections to the end-point formulas

Let \(\kappa_n(\eta)\) be the cumulants of the gap, with \(\kappa_1\) the average and \(\kappa_2\) the variance. They are the derivatives at \(t=0\) of \(\ln\langle e^{t\Delta}\rangle_\eta\). A change of coupling by \(\delta\) gives

\[
\ln\frac{Z(\eta+\delta)}{Z(\eta)}
=\ln\left\langle e^{-\beta\delta\Delta}\right\rangle_\eta .
\]

Differentiating \(n\) times with respect to \(\delta\) at \(\delta=0\) yields \(d^n\ln Z/d\eta^n=(-\beta)^n\kappa_n\). One more derivative gives

\[
\frac{d\kappa_n}{d\eta}=-\beta\kappa_{n+1}.
\]

The second derivative of the average is therefore \(\beta^2\kappa_3\), and that of the variance is \(\beta^2\kappa_4\).

For a smooth function \(f(\eta)\), integrate by parts twice. The first boundary term vanishes because \(\eta(1-\eta)\) is zero at both ends:

\[
\begin{aligned}
\int_0^1\eta(1-\eta)f''d\eta
&=-\int_0^1(1-2\eta)f'd\eta\\
&=-\Big[(1-2\eta)f\Big]_0^1-2\int_0^1f\,d\eta\\
&=f(0)+f(1)-2\int_0^1f\,d\eta .
\end{aligned}
\]

Solving for the integral of \(f\),

\[
\int_0^1f\,d\eta=\frac{f(0)+f(1)}2
-\frac12\int_0^1\eta(1-\eta)f''d\eta .
\]

With \(f=\langle\Delta\rangle_\eta\), this becomes

\[
\Delta A=\frac{\langle\Delta\rangle_R+\langle\Delta\rangle_O}{2}
-\frac{\beta^2}{2}\int_0^1\eta(1-\eta)\kappa_3(\eta)\,d\eta .
\tag{9}
\]

With \(f=\sigma_\eta^2\), multiplied by \(\beta/2\) according to (4),

\[
\lambda=\frac{\beta}{4}(\sigma_R^2+\sigma_O^2)
-\frac{\beta^3}{4}\int_0^1\eta(1-\eta)\kappa_4(\eta)\,d\eta .
\tag{10}
\]

The error of the mean formula comes from skewness along the path. The error of the averaged variance formula comes from the fourth cumulant. The two errors are distinct, so success of one formula does not establish the other.

Two practical corrections follow. The first uses an additional trajectory at \(\eta=1/2\) and Simpson's rule:

\[
\Delta A\approx\frac{\langle\Delta\rangle_R+4\langle\Delta\rangle_{1/2}+\langle\Delta\rangle_O}{6}.
\]

The second needs no further trajectory. If \(f''\) is linear in \(\eta\), the symmetric weight \(\eta(1-\eta)\), whose integral is \(1/6\), gives \(\int\eta(1-\eta)f''d\eta=[f'(1)-f'(0)]/6\). Since \(f'=-\beta\sigma_\eta^2\),

\[
\Delta A\approx\frac{\langle\Delta\rangle_R+\langle\Delta\rangle_O}{2}
-\frac{\beta(\sigma_R^2-\sigma_O^2)}{12}.
\tag{11}
\]

Both rules integrate any cubic polynomial in \(\eta\) exactly, so their errors come from the fourth and higher derivatives of the average gap. In general they are approximations, although a symmetry can make them exact, as in case C below, where both give zero.

### Case A: unchanged force constants

The example is a model with round parameters, not a particular ion. A solvent coordinate has force constant \(0.020\) and shift \(2.0\); an inner-shell coordinate has force constant \(0.5\) and shift \(-0.25\), all in atomic units. The minima differ by \(\varepsilon=0.2\) Ha. At 300 K, \(kT=0.00095004\) Ha. Equation (7) gives

\[
\lambda=\tfrac12(0.020)(2.0)^2+\tfrac12(0.5)(0.25)^2
=0.040000+0.015625=0.055625\ \text{Ha}.
\]

Boltzmann integration on a grid gives average gaps of \(0.255625\) Ha in \(R\) and \(0.144375\) Ha in \(O\). Therefore

\[
\Delta A=\frac{0.255625+0.144375}{2}=0.200000\ \text{Ha},
\]

\[
\lambda=\frac{0.255625-0.144375}{2}=0.055625\ \text{Ha}.
\]

These are 5.442 eV and 1.514 eV. The ratio of partition functions gives the same \(\Delta A\). The variance in each state is \(1.0569\times10^{-4}\ \text{Ha}^2\), equal to \(2\lambda kT\). The computed curve of \(R\) rises by \(0.055625\) Ha at the average gap of \(O\), and by \(0.013906\) Ha, or \(\lambda/4\), at \(x=\Delta A\).

### Case B: the inner shell stiffens on oxidation

The inner force constant is now \(k_R=0.4\) in the reduced state and \(k_O=0.6\) in the oxidized state. The rest is unchanged. A classical harmonic mode has a configurational integral proportional to \(k^{-1/2}\), so

\[
\Delta A=\varepsilon+\frac{kT}{2}\ln\frac{k_O}{k_R}=0.200193\ \text{Ha}.
\]

The average gaps are \(0.258988\) and \(0.147658\) Ha. Their mean, \(0.203323\) Ha, is too high by \(0.003130\) Ha, or 0.085 eV. This is about three times \(kT\).

The cause can be read from the variances. With \(d=-0.25\) bohr, the inner part of the gap is

\[
\tfrac12k_O(q-d)^2-\tfrac12k_Rq^2
=\tfrac12k_Od^2-k_Od\,q+\tfrac12(k_O-k_R)q^2 .
\]

In state \(R\), where \(\langle q^2\rangle=kT/k_R\), the linear term contributes \(k_O^2d^2/(2k_R)\) to \(\sigma_R^2/(2kT)\). Expanding about \(q=d\) in state \(O\) gives the corresponding contribution \(k_R^2d^2/(2k_O)\). The soft reduced shell therefore fluctuates more, and does so against a steeper gap. The full values, including the solvent and the small quadratic terms, are

\[
\frac{\sigma_R^2}{2kT}=0.068184\ \text{Ha},\qquad
\frac{\sigma_O^2}{2kT}=0.048360\ \text{Ha}.
\]

The average gap thus falls faster near \(R\) than near \(O\). Its graph against \(\eta\) sags below the straight line between the end points, and the mean of the end values overestimates the integral. The integral in (9), evaluated along the path, gives a correction of \(-0.003130\) Ha, which accounts for the error.

The relaxation free energies are no longer equal:

\[
\lambda_R=0.058795\ \text{Ha},\qquad\lambda_O=0.052534\ \text{Ha}.
\]

Their mean is \(\lambda=0.055665\) Ha. The mean of the two variance values is \(0.058272\) Ha, and the fourth-cumulant correction in (10), \(-0.002607\) Ha, brings it back to \(\lambda\).

With the average gap at half coupling, \(0.198690\) Ha, Simpson's rule gives

\[
\frac{0.258988+4(0.198690)+0.147658}{6}=0.200234\ \text{Ha}.
\]

The remaining error is about \(0.00004\) Ha. Equation (11) uses the end-state data alone. Since \(\beta\sigma^2\) is twice \(\sigma^2/(2kT)\), its correction is

\[
-\frac{2(0.068184-0.048360)}{12}=-0.003304\ \text{Ha},
\]

which gives \(\Delta A\approx0.200019\) Ha. This is low by about \(0.00017\) Ha, still a large improvement on the uncorrected mean.

### Case C: a correct mean with an incorrect variance law

Consider one coordinate with

\[
E_R=w(q),\qquad E_O=w(q-d),\qquad
w(q)=\tfrac12kq^2+cq^4 ,
\]

where \(k=0.5\), \(c=2.0\) and \(d=-0.25\) in atomic units. The reflection \(q\to d-q\) exchanges the two surfaces because \(w\) is even. It changes the sign of the gap, so \(\langle\Delta\rangle_O=-\langle\Delta\rangle_R\) and \(\sigma_O^2=\sigma_R^2\). The mean of the two averages is zero, as is the true \(\Delta A\).

The variance law nevertheless fails. Half the difference of the averages is \(\lambda=0.024756\) Ha, while \(\sigma^2/(2kT)=0.064363\) Ha in both states, larger by a factor of 2.6. The variance in an end state probes the slope of the gap near one minimum, whereas \(\lambda\) involves the whole displacement. At low temperature state \(R\) stays near \(q=0\) with \(\langle q^2\rangle\approx kT/k\). The slope of the gap there is \(k|d|+4c|d|^3=0.25\), so \(\sigma^2/(2kT)\approx0.25^2/(2k)=0.0625\) Ha, while \(\lambda=\langle\Delta\rangle_R\approx w(d)=0.0234\) Ha; both estimates lie close to the computed values. For the quartic wells these are different pieces of information. Equal variances and a correct mean are therefore not sufficient evidence of linear response. The comparison of \(\sigma^2\) with \(2\lambda kT\) must be made as well, and agreement there is necessary but not a proof.

### Sampling error

Suppose each state supplies \(N\) independent configurations with gap variance \(\sigma^2\). The two sample averages are independent, each with variance \(\sigma^2/N\). Half their sum and half their difference both have variance \(\frac14(2\sigma^2/N)\), so the standard error of \(\Delta A\) and of \(\lambda\) is

\[
\frac{\sigma}{\sqrt{2N}} .
\]

For case A, \(\sigma=0.010281\) Ha and \(N=2000\) give \(0.000163\) Ha. One such sample gave \(\Delta A=0.200134\) Ha and \(\lambda=0.055865\) Ha, with errors of 0.8 and 1.5 standard errors. Successive molecular dynamics steps are correlated, so \(N\) must then be replaced by an effective number of independent configurations.

The variance route to \(\lambda\) is noisier when \(\lambda\) is large compared with \(kT\). For a Gaussian, the squared deviation from the mean has variance \(3\sigma^4-\sigma^4=2\sigma^4\). The relative standard error of an estimated variance is then \(\sqrt{2/N}\) for large \(N\), and that of \(\lambda=\sigma^2/(2kT)\) from one state is the same. Compared with the error from the average gaps, it is larger by

\[
\frac{\lambda\sqrt{2/N}}{\sigma/\sqrt{2N}}=\frac{2\lambda}{\sigma},
\]

which equals \(\sqrt{2\lambda/kT}\) by (6) and is 10.8 in case A. Averaging the independent variance estimates of both states lowers the ratio by \(\sqrt2\), to \(\sqrt{\lambda/kT}\). When \(\lambda\gg kT\), the average gaps should therefore supply the value of \(\lambda\), and the variances should serve as the check.

The same ratio explains the difficulty of the one-sided exponential average. By (8), the weighted density \(e^{-\beta x}p_R(x)\) is proportional to \(p_O(x)\). It is centred \(2\lambda\) below the average gap of \(R\), at 10.8 standard deviations. There \(p_R\) is smaller than at its peak by

\[
\exp\left[-\frac{(2\lambda)^2}{2\sigma^2}\right]=e^{-\lambda/kT},
\]

where \(\lambda/kT\) is about 59. A sample of 2000 configurations does not reach this region. Applied to the gaps sampled in \(R\), the exponential formula gave \(0.228857\) Ha, too high by \(0.028857\) Ha. The formula is exact, but the sample lacks the configurations that determine its value.

### Use in an implementation

1. Run one equilibrated trajectory in each charge state, at the same volume and temperature. At stored configurations, compute both energies with the same electronic-structure settings and the same electron reference.
2. Form \(\Delta A\) from the mean of the two average gaps and \(\lambda\) from half their difference. Estimate their errors from independent blocks of each trajectory.
3. Compare \(\sigma_R^2/(2kT)\) and \(\sigma_O^2/(2kT)\) with \(\lambda\). If they differ by more than their statistical errors, the gap is not Gaussian.
4. In that case, evaluate (11) as an estimate of the correction, or run the mixed surface at \(\eta=1/2\). Linear response requires the average gap there to equal the mean of the end averages. If the Simpson result and (11) disagree beyond their errors, add more coupling values and integrate numerically.

These checks concern the step from gaps to free energies. They do not detect an error in the electronic-structure method that shifts all gaps equally, because such a shift passes into \(\Delta A\) and leaves \(\lambda\) and the variances unchanged. Nor do they detect a structure that neither trajectory has visited, or the effect of a finite periodic cell. A small cell removes the long-range polarization of the solvent and lowers \(\lambda\) and the variances together, so the checks still pass. In a linear dielectric model of a one-electron transfer in a cubic cell of edge \(L\), the leading loss is \((1/\epsilon_\infty-1/\epsilon_s)\,2.837/(2L)\) in atomic units. For water-like dielectric constants 1.78 and 78 and a Gaussian charge equivalent to a Born radius of 3 Å, \(\lambda\) falls from about 1.3 eV for the isolated ion to about 0.5 eV at \(L=12.4\) Å. The classical treatment of the nuclei also has a limit. For a displaced harmonic mode, the quantum contribution to the gap variance exceeds the classical one by the factor \((\beta\hbar\omega/2)\coth(\beta\hbar\omega/2)\). This factor is 1.08 at \(\hbar\omega=kT\) and 1.31 at \(\hbar\omega=2kT\), about 420 cm\(^{-1}\) at 300 K, which is the range of metal–ligand stretching modes. For stiffer modes the classical configurational integrals are inadequate. The numerical check tests the exact relations and the Gaussian formulas on the models above.

## Values computed for the example and the checks

```
temperature: 300.0 K
kT: 0.00095004 Ha
offset of minima (A, B): 0.200000 Ha
solvent force constant: 0.020 Ha/bohr^2
solvent shift: 2.000 bohr
inner shift: -0.250 bohr
A inner force constant: 0.500 Ha/bohr^2
A <gap>_R: 0.255625 Ha
A <gap>_O: 0.144375 Ha
A dA from partition functions: 0.200000 Ha
A mean of two averages: 0.200000 Ha
A mean of two averages: 5.4423 eV
A lambda, half difference: 0.055625 Ha
A lambda, half difference: 1.5136 eV
A gap variance in R: 1.056923 1e-4 Ha^2
A gap variance in O: 1.056923 1e-4 Ha^2
A 2 lambda kT: 1.056923 1e-4 Ha^2
A gap standard deviation: 0.010281 Ha
A separation of means / sigma: 10.82 (none)
A R curve rise at mean O gap: 0.055625 Ha
A R curve rise at gap = dA: 0.013906 Ha
B inner force constant R: 0.400 Ha/bohr^2
B inner force constant O: 0.600 Ha/bohr^2
B <gap>_R: 0.258988 Ha
B <gap>_O: 0.147658 Ha
B <gap> at eta = 1/2: 0.198690 Ha
B dA from partition functions: 0.200193 Ha
B mean of two averages: 0.203323 Ha
B error of that mean: 0.003130 Ha
B error of that mean: 0.0852 eV
B third-cumulant correction: -0.003130 Ha
B Simpson estimate of dA: 0.200234 Ha
B lambda_R = <gap>_R - dA: 0.058795 Ha
B lambda_O = dA - <gap>_O: 0.052534 Ha
B lambda, half difference: 0.055665 Ha
B variance_R/(2kT): 0.068184 Ha
B variance_O/(2kT): 0.048360 Ha
B mean of the two variance values: 0.058272 Ha
B fourth-cumulant correction: -0.002607 Ha
C quadratic force constant: 0.500 Ha/bohr^2
C quartic coefficient: 2.000 Ha/bohr^4
C displacement: -0.250 bohr
C |mean of two averages|: 0.000000 Ha
C lambda, half difference: 0.024756 Ha
C variance/(2kT), both states: 0.064363 Ha
configurations sampled per state (A): 2000
sampled mean of two averages: 0.200134 Ha
sampled lambda: 0.055865 Ha
expected standard error of both: 0.000163 Ha
sampled one-sided exponential dA: 0.228857 Ha
error of exponential estimate: 0.028857 Ha
```
